\section*{The Sadigh–Erhart–Åberg polaron correction: tangent energies and their limits}

\section{Definitions and conventions}

Let a closed-shell system with $N$ electrons have nuclear positions $R$. Charge $q$ is measured in units of $e$, so $q=1$ means one electron removed. For a chosen approximate density functional, $E(q;R)$ is the energy when the highest filled spin orbital $\psi_H$ has occupation $1-q$, minimised over the orbitals at fixed occupations. For an added fraction $n$ in the lowest empty orbital $\psi_L$, the energy is written $E_{\rm add}(n;R)$. The levels are $\varepsilon_H(q;R)$ and $\varepsilon_L(n;R)$; where $q$ or $n$ is omitted, the neutral value is meant. Energies are in eV.

The corrected energies are
\begin{equation}
W_+(R)=E(0;R)-\varepsilon_H(R),\qquad
W_-(R)=E(0;R)+\varepsilon_L(R),
\label{W}
\end{equation}
for a hole and an added electron. With $R_0$ the neutral minimum, the hole trapping energy is
\begin{equation}
E_{\rm trap}=W_+(R_0)-\min_R W_+(R).
\label{trap}
\end{equation}
It is positive when a localised, distorted hole lies below a spread hole in the undistorted structure.

\paragraph{Assumptions.} (A1) The neutral state is gapped and its frontier levels are nondegenerate apart from spin; for an array of identical units this refers to one unit. (A2) The functional is semilocal with a smooth potential, without a jump at integer electron number. (A3) $E$ has continuous mixed second derivatives near $q=0$, and $\partial E/\partial q$ is integrable up to $q=1$. (A4) There is one carrier.

\section{Theorem}

Under A1--A4:
\begin{enumerate}
\item At fixed $R$, the line $E(0;R)-q\,\varepsilon_H(R)$ is the tangent to $E(q;R)$ at $q=0$, and $W_+$ is its value at $q=1$. Likewise $W_-$ is the end of the tangent for addition.
\item For a hole shared equally by $M$ identical, infinitely separated units, the uncorrected charging energy tends to $-\varepsilon_H$ as $M\to\infty$. The corrected and uncorrected energies of the spread hole then agree.
\item If $E(q;R)$ is convex in $q$ for every $R$, the trapping energy of the uncorrected functional, measured from the same spread hole, cannot exceed $E_{\rm trap}$.
\item The gradient of $W_+$ is the neutral gradient plus the charge derivative of the gradient at $q=0$.
\end{enumerate}
The theorem does not say that the tangent has the right slope. Linearity is imposed by the replacement, and the error of the slope remains.

\paragraph{Why a line is the target.} In exact theory a system with $N-q$ electrons on average is a mixture of integer states with weights $p_k$, where $\sum_k p_k=1$ and $\sum_k kp_k=N-q$. Suppose the integer energies $E_k$ are convex in $k$. The line $\ell(k)$ through $E_{N-1}$ and $E_N$ then satisfies $E_k\ge\ell(k)$, so
\begin{equation}
\sum_k p_kE_k\ \ge\ \sum_k p_k\,\ell(k)=\ell(N-q)=(1-q)E_N+qE_{N-1}.
\end{equation}
Equality is reached by mixing the two neighbours alone. The exact energy is therefore linear between them, with slope equal to the ionisation energy.

\section{Lemmas and proofs}

\paragraph{Lemma 1 (slopes).} $\partial E/\partial q=-\varepsilon_H(q;R)$ and $\partial E_{\rm add}/\partial n=\varepsilon_L(n;R)$.

\textit{Proof.} Write $E=\sum_i f_i\langle\psi_i|\hat T|\psi_i\rangle+F[\rho]$ with $\rho=\sum_i f_i|\psi_i|^2$, where $F$ holds all potential terms. With $\hat h=\hat T+\delta F/\delta\rho$ and $\hat h\psi_i=\varepsilon_i\psi_i$, the total differential is
\begin{align}
dE&=\sum_i df_i\,\langle\psi_i|\hat h|\psi_i\rangle
+\sum_i f_i\left(\langle d\psi_i|\hat h|\psi_i\rangle+\langle\psi_i|\hat h|d\psi_i\rangle\right)\nonumber\\
&=\sum_i\varepsilon_i\,df_i+\sum_i f_i\varepsilon_i\,d\langle\psi_i|\psi_i\rangle .
\end{align}
The last sum vanishes because the norms stay equal to one. For removal $df_H=-dq$; for addition $df_L=dn$. $\square$

This proves part 1 of the theorem.

\paragraph{Lemma 2 (what is discarded).} At fixed $R$,
\begin{equation}
C(R)\equiv E(1;R)-W_+(R)=\int_0^1\left[\varepsilon_H(0;R)-\varepsilon_H(q;R)\right]dq
=\int_0^1(1-q)\,\frac{\partial^2E}{\partial q^2}\,dq .
\label{C}
\end{equation}
The last form requires that its integral exist.

\textit{Proof.} Integrating Lemma 1 gives $E(1)-E(0)=-\int_0^1\varepsilon_H(q)\,dq$. Subtracting $W_+-E(0)=-\varepsilon_H(0)$ gives the first integral. Its integrand is $E'(q)-E'(0)=\int_0^qE''(s)\,ds$. Exchanging the order of integration, each $s$ is counted for $q$ from $s$ to 1, which gives the weight $1-s$. $\square$

The curvature is not pure self-interaction. Let $x$ denote position and spin, $\rho_H=|\psi_H|^2$, and $f(x,x')$ the second functional derivative of $F$. Removing charge changes the density by $\partial\rho/\partial q=-\rho_H+\rho_{\rm r}$, where $\rho_{\rm r}$ is the response of the orbitals. First-order perturbation theory for the level gives
\begin{equation}
\frac{\partial^2E}{\partial q^2}=-\frac{\partial\varepsilon_H}{\partial q}
=\iint\rho_H f\rho_H\,dx\,dx'-\iint\rho_H f\rho_{\rm r}\,dx\,dx' .
\label{curv}
\end{equation}
The first term is the carrier acting on itself. The second is electronic relaxation. It contains the physical response of the other electrons, and also the response of the carrier's own orbital to the change in its own potential, a part that is absent in Hartree--Fock theory. The correction discards both terms.

\paragraph{Lemma 3 (spread carrier).} For $M$ units at infinite separation, sharing the hole equally costs
\begin{equation}
M\left[E(1/M)-E(0)\right]=-\varepsilon_H+\frac{E''(0)}{2M}+O(M^{-2}).
\label{M}
\end{equation}

\textit{Proof.} The spread orbital has weight $1/M$ on each unit. A semilocal functional sees on each unit the density of a fractional charge $1/M$, and the energies add. The Coulomb energy between the fractions vanishes because separation is taken to infinity before $M$. Taylor expansion about $q=0$, assuming a bounded third derivative there, gives (\ref{M}). $\square$

If $E(q)$ is convex, Jensen's inequality gives $\sum_jE(q_j)\ge M\,E(1/M)$ whenever $\sum_jq_j=1$. Equal sharing is then the lowest distribution among identical units.

\paragraph{Proof of parts 2 and 3.} Part 2 is the limit of (\ref{M}). For part 3, put the hole on one unit with geometry $R$ and leave the others neutral at $R_0$. By Lemma 2 its uncorrected energy is $W_+(R)+C(R)$, while the spread hole, on the same scale, has energy $W_+(R_0)$. Hence
\begin{equation}
E_{\rm trap}^{\rm unc}=\max_R\left[W_+(R_0)-W_+(R)-C(R)\right]\le E_{\rm trap},
\end{equation}
since convexity makes $C(R)\ge0$. $\square$

\paragraph{Proof of part 4.} Let $G(q;R)=\partial E(q;R)/\partial R$. Mixed derivatives commute, so
\begin{equation}
\frac{dW_+}{dR}=G(0;R)-\frac{\partial\varepsilon_H}{\partial R}
=G(0;R)+\left.\frac{\partial G}{\partial q}\right|_{q=0}.
\label{force}
\end{equation}
The force is minus this. It can be obtained from ordinary forces at zero and at a small charge. $\square$

\paragraph{Remark (when the level is the wrong one).} In a solid, $\varepsilon_H$ is the highest filled level of the whole neutral system. It describes a localised hole only if the distortion lifts a local level above the band edge. Otherwise $W_+$ describes a spread hole in a distorted lattice. For an electron, the distortion must pull a local level below the empty band.

\paragraph{Proposition (remaining error).} Let a reference method give neutral energy $E^{\rm ref}(0;R)$ and vertical removal energy $I^{\rm ref}(R)$. Then
\begin{equation}
D(R)\equiv W_+-E^{\rm ref}(1)
=\left[E(0)-E^{\rm ref}(0)\right]+\left[-\varepsilon_H-I^{\rm ref}\right],
\label{D}
\end{equation}
because $E^{\rm ref}(1)=E^{\rm ref}(0)+I^{\rm ref}$. Between two fixed geometries $R_a$ and $R_b$, the energy drop on the corrected surface exceeds the reference drop by $D(R_a)-D(R_b)$. A constant slope error cancels; one that varies with geometry does not.

\section{A molecular case: hydrogen}

Consider an array of widely separated H$_2$ molecules, treated with PBE in the cc-pVDZ basis. The reference is full configuration interaction for H$_2$ and the one-electron solution for its cation, in the same basis. It leaves out basis incompleteness and nuclear motion.

At a bond length of 0.76~\AA, finite differences of the fractional-charge energy give a removal slope of 10.162~eV, equal to $-\varepsilon_H$ to the digits shown. The addition slope and $\varepsilon_L$ are both 1.436~eV. This second agreement confirms the identity within a finite basis, not the binding of an electron. The full PBE charging energy is 16.072~eV, against 16.073~eV from integrating the level, so (\ref{C}) gives $C=16.072-10.162\simeq5.91$~eV. The PBE energy of this molecule is not convex close to $q=1$, where the level rises again as its spin channel empties. The hypothesis of part 3 is therefore not met in full, but the inequality needs only $C\ge0$.

Sharing the hole among 2, 8 and 16 copies lowers the cost to 13.269, 10.936 and 10.549~eV. The excess over $-\varepsilon_H$ falls from 0.774 to 0.387~eV between 8 and 16 copies, the halving required by (\ref{M}). A separate calculation on two molecules 40~\AA\ apart, with the repulsion of two half charges subtracted, also gives 13.269~eV.

At 0.88~\AA, differentiating $W_+$ gives $-1.197$~eV/\AA\ and the charge derivative in (\ref{force}) gives $-1.195$~eV/\AA. The negative gradient drives the bond outward, towards the corrected minimum at 0.943~\AA. The reference cation has its minimum at 1.048~\AA.

The trapping energies are $-4.91$~eV for uncorrected PBE, 0.34~eV after correction and 0.80~eV for the reference. By its definition (\ref{trap}) the corrected value cannot be negative, so its sign is no test of the method. Its size is about 42\% of the reference value. The Proposition locates the deficit. Between the fixed lengths 0.76 and 1.06~\AA, the drops are
\begin{align}
\text{corrected:}\quad &10.162-9.029-0.839=0.294\ \text{eV},\nonumber\\
\text{reference:}\quad &16.131-14.426-0.905=0.800\ \text{eV}.
\end{align}
In each line the last number subtracted is the rise of the neutral energy. The removal-energy error changes from $-5.969$ to $-5.397$~eV, contributing $-0.572$~eV to the difference of the drops. The neutral energies contribute $+0.066$~eV. Their sum, $-0.506$~eV, is the difference.

The absolute charged energy shows the other side of the method. At 0.76~\AA\ the uncorrected charging energy is within 0.06~eV of the reference 16.131~eV, while $-\varepsilon_H$ is about 6.0~eV too small. For this molecule the tangent removes the large bias against the localised hole, but it gives less than half of the reference trapping energy and a poor ionisation energy.

\section{A lattice case: a hole in an oxide}

\subsection{Energy and small-hopping limit}

Take a simple cubic lattice of oxygen sites with nearest-neighbour hopping $t$. A local displacement $x_i$ costs $Kx_i^2/2$ and lowers the hole energy on site $i$ by $w_i=gx_i$. With $E_R=g^2/(2K)$, the elastic energy is $Kw_i^2/(2g^2)=w_i^2/(4E_R)$. If $\lambda_0(w)$ is the lowest hole level, then $-\varepsilon_H=\lambda_0$ and
\begin{equation}
W_+(w)=\sum_i\frac{w_i^2}{4E_R}+\lambda_0(w).
\end{equation}
First-order perturbation theory gives $\partial\lambda_0/\partial w_i=-\rho_i$, with $\rho_i$ the hole weight on site $i$. Stationarity therefore requires $w_i=2E_R\rho_i$.

For $t\ll E_R$ the hole sits on one site with $w\simeq2E_R$. Virtual hops to six neighbours, each higher by $w$, lower its level by $6t^2/w$. Since $W_+$ is stationary in $w$, shifts of $w$ of order $t^2$ affect the energy only at order $t^4$. Thus
\begin{equation}
\min W_+\simeq E_R-2E_R-\frac{6t^2}{2E_R}=-E_R-\frac{3t^2}{E_R}.
\end{equation}
The undistorted band edge is $-6t$, so
\begin{equation}
E_{\rm trap}\simeq E_R+\frac{3t^2}{E_R}-6t .
\label{small}
\end{equation}
The last term is the band energy lost by localising. Equation (\ref{small}) applies only while the localised hole is the lowest state. It turns negative near $t/E_R=0.18$. Beyond that point the spread hole is lowest and, in a large lattice, $E_{\rm trap}$ is zero by its definition, although the higher orders dropped from (\ref{small}) are still small there.

Now add a spurious self-interaction $(U/2)q^2\sum_i\rho_i^2$. It has no slope at $q=0$, so the tangent removes it. In this model the neutral slope is right by construction, unlike in H$_2$. In the uncorrected energy at $q=1$, minimising over $w$ at fixed $\rho$ gives
\begin{equation}
\sum_i\left(\frac{w_i^2}{4E_R}-w_i\rho_i+\frac U2\rho_i^2\right)
\longrightarrow-\left(E_R-\frac U2\right)\sum_i\rho_i^2 .
\end{equation}
The effective relaxation energy is reduced by $U/2$.

\subsection{Numbers}

The rough parameters are $t=0.10$, $E_R=1.20$ and $U=1.80$~eV, with spacing $a=0.30$~nm and 216 sites. Equation (\ref{small}) gives $1.200+0.025-0.600=0.625$~eV, and diagonalisation also gives 0.625~eV, with 98.9\% of the hole on one site. At the same distortion the uncorrected functional puts the hole 0.21~eV above the band edge. Relaxed from one occupied site, it spreads uniformly, with weight $1/216\simeq0.0046$ per site. The spurious cost of the spread hole is $U/(2\times216)=0.0042$~eV, the lattice form of Lemma 3.

To hop, the distortion moves along a straight path to a neighbour. Halfway, two wells of depth $E_R$ cost $E_R/2$ elastically, and the shared level is $-E_R-t$. Relative to the start at $-E_R$, the leading barrier is
\begin{equation}
B\simeq\left(\frac{E_R}{2}-E_R-t\right)-(-E_R)=\frac{E_R}{2}-t=0.50\ \text{eV}.
\end{equation}
The computed value is 0.483~eV. Most of the difference comes from virtual hops. At the midpoint the ten outer neighbours lower the level by $10(t^2/2)/(E_R+t)=0.038$~eV, against 0.025~eV at the start.

With one classical attempt frequency $\nu=\hbar\omega/h$ and six neighbours, the diffusion constant is $\frac16\cdot6a^2\nu e^{-B/k_BT}$. The Einstein relation gives
\begin{equation}
\mu=\frac{e a^2\nu}{k_BT}\,e^{-B/k_BT}\simeq4\times10^{-9}\ \text{cm}^2/\text{Vs}
\end{equation}
at 300~K for $\hbar\omega=0.06$~eV. The estimated probability of following the lower surface in one crossing is 0.98 at the mean thermal speed and about 0.9 when averaged over crossings, so hopping is mostly adiabatic here. The lattice motion is not fully classical, however, because $k_BT=0.026$~eV is below $\hbar\omega/2=0.03$~eV. In the limit of weak hopping, quantum motion of the modes replaces the exponent $E_R/(2k_BT)=23.2$ by $(2E_R/\hbar\omega)\tanh(\hbar\omega/4k_BT)=20.9$, which raises the rate about tenfold. The mobility above is thus a classical estimate and may be too low by a similar factor. An error of 0.06~eV in $B$ changes $\mu$ by about a factor of ten.

\subsection{Comparison with gallium oxide}

These parameters are chosen to give a trapping energy similar to that of gallium oxide, where calculations find self-trapped holes bound by roughly half an eV. They are not fitted to its hopping barriers, so the mobility above is not a prediction for that material. The real material has inequivalent oxygen sites and several hopping paths, and an amorphous film has disorder as well. For one random set of site energies with standard deviation 0.10~eV, a hole started on the deepest site is trapped by 0.87~eV relative to the lowest undistorted level of that same lattice. This describes a deep site, not an average one. Anisotropic hopping in the ratio $1.5:1:0.5$, with its sum fixed, gives 0.63~eV, so anisotropy matters little for the trapping energy. It matters more for transport: the estimate $E_R/2-t$ then runs from 0.45 to 0.55~eV with direction, enough to change the mobility by a factor of a few tens.

Of the omitted energies estimated here, the largest is long-range polarisation. With rough permittivities of 3.6 (fast) and 10 (static), a continuum estimate outside one spacing is 0.43~eV. It should be added only if $E_R$ describes the near-site distortion alone. The zero-point energy of one mode is 0.03~eV. At 300~K the larger number of polaron sites than thermally available band states favours trapping by about 0.15~eV in free energy. A field of 1~MV/cm drops 0.03~eV per spacing. For a parabolic band and a barrier equal to the trapping energy, the tunnelling exponent is about 69. If the distortion stays frozen, the level lies about $2E_R-6t=1.8$~eV below the band edge and the exponent is larger still, so field release by tunnelling is negligible at 1~MV/cm. The exponent falls as the inverse of the field. At 8~MV/cm it is about 9 for a barrier equal to the trapping energy, which is no longer negligible, while the same parabolic estimate for the frozen level still gives about 40. In a periodic first-principles cell of the same 1.8~nm width, the image energy of a unit charge would be about 0.11~eV with static screening. The neutral-cell calculation avoids a net charge, but the polarisation of the displaced ions still repeats and needs its own size check.

\section*{Values computed for the example and the checks}
\begin{verbatim}
H2, PBE/cc-pvdz; bond for vertical tests: 0.76 A
removal slope, finite difference: 10.162 eV
minus highest filled level: 10.162 eV
addition slope, finite difference: 1.436 eV
lowest empty level (finite basis): 1.436 eV
PBE E(1)-E(0): 16.072 eV
integral of minus the level: 16.073 eV
reference vertical removal energy: 16.131 eV
hole on 1 copies: 16.072, excess 5.911 eV
hole on 2 copies: 13.269, excess 3.107 eV
hole on 8 copies: 10.936, excess 0.774 eV
hole on 16 copies: 10.549, excess 0.387 eV
two real molecules 40 A apart: 13.269 eV
dW/dR at 0.88 A, from energies: -1.197 eV/A
dW/dR from charge derivative: -1.195 eV/A
neutral bond, PBE / reference: 0.769 / 0.761 A
hole bond, corrected: 0.943 A
hole bond, bare PBE / reference: 1.133 / 1.048 A
H2 trapping energy, corrected: 0.337 eV
H2 trapping energy, bare PBE: -4.909 eV
H2 trapping energy, reference: 0.795 eV
-eps_H / ref. removal at 0.76 A: 10.162 / 16.131 eV
-eps_H / ref. removal at 1.06 A: 9.029 / 14.426 eV
neutral rise 0.76-1.06 A, PBE / ref.: 0.839 / 0.905 eV
lattice: 216 sites, spacing 0.30 nm
t, E_R, U: 0.10, 1.20, 1.80 eV
phonon 0.06 eV, T 300 K, field 1.0 MV/cm
permittivities, fast / static: 3.6 / 10.0
hole band edge: -0.600 eV
polaron energy, corrected: -1.225 eV
polaron weight on central site: 0.989
trapping energy, corrected: 0.625 eV
trapping energy, small-t formula: 0.625 eV
trapping, uncorrected, same geometry: -0.208 eV
largest site weight, uncorrected relaxed: 0.0046
U cost of the spread hole: 0.0042 eV
hopping barrier: 0.483 eV
estimate E_R/2 - t: 0.500 eV
hopping mobility: 3.9e-09 cm2/Vs
omitted: polarisation beyond one spacing 0.427 eV
omitted: image energy, static screening 0.113 eV
omitted: zero-point energy of one mode 0.030 eV
thermal energy kT: 0.0259 eV
band mass: 4.23 electron masses
omitted: site-entropy gain of polaron 0.151 eV
trapping, hopping ratio 1.5:1:0.5: 0.629 eV
trapping, site disorder 0.10 eV: 0.867 eV
omitted: field drop per spacing 0.030 eV
tunnelling exponent out of the trap: 69
adiabatic hop probability: 0.976
\end{verbatim}
